# Delocalised Screening Charge and the Two-Thirds Image Correction in Cubic Supercells, part 2

A defect charge $q$ is repeated on an sc, fcc or bcc lattice with a neutralising background $-q/\Omega$. We seek the correction to its supercell energy,

$$\Delta E=E_{\rm iso}-E_{\rm per}, \tag{1}$$

where $E_{\rm iso}$ belongs to the defect alone in an infinite host and $E_{\rm per}$ to the supercell. Units are Gaussian, with $e^2=14.39965$ eV Å. The cell is the Wigner–Seitz cell, $L=\Omega^{1/3}$, and face $f$, with outward normal $\mathbf n$, lies at distance $h_f$ from the centre.

The zero-average potential of unit point charges with background, in vacuum, is

$$G(\mathbf s)=\frac1s-\frac{\alpha}{L}+\frac{2\pi s^2}{3L^3}+h(\mathbf s), \tag{2}$$

with $\alpha$ the Madelung constant, $\nabla^2h=0$ and $h(0)=0$. For a compact vacuum charge with second moment $Q=\int\rho\,r^2\,d^3r$ and no dipole,

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}+\frac{2\pi qQ}{3L^3}+O(L^{-5}). \tag{3}$$

For a point defect in the dielectric, external plus induced charge, without background, is

$$\rho_{\rm tot}(\mathbf r)=\frac q\varepsilon\,\delta(\mathbf r)+\frac{q}{\Omega}\left(1-\frac1\varepsilon\right). \tag{6}$$

Using its moment in the third-order term, divided by $\varepsilon$, gave the Lany–Zunger form

$$\Delta E_{\rm LZ}=\left[1+c\left(1-\frac1\varepsilon\right)\right]\frac{\alpha q^2}{2\varepsilon L},\qquad c=-\frac{4\pi M_2}{3\alpha L^5}. \tag{9}$$

This charge fills the cell, so the compact-charge series is not justified for it. Whether it lowers the correction must be decided from the energy.

The test model has $\rho_{\rm ext}(k)=q\,e^{-k^2\sigma^2/2}$, $\rho_{\rm tot}(k)=\rho_{\rm ext}(k)/\varepsilon(k)$ and

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2}{k^2+\kappa^2}. \tag{10}$$

Its localised charge has the second moment

$$Q_{\rm loc}=-6q\left[\frac{1-1/\varepsilon}{\kappa^2}-\frac{\sigma^2}{2\varepsilon}\right]. \tag{11}$$

The example is a simple cubic cell with $q=2e$, $\varepsilon=10$, $\sigma=1$ Å and $\kappa=2.5$ Å$^{-1}$, at $L$ from 12 to 36 Å. In the numerical output, $Q$ is the moment of the total charge without background, including a small part from the screening tail folded back across the cell faces. The "uniform cube" there is a vacuum cube filled evenly with charge $q$, used to test the series.

## What the reduced factor corrects

The symbols are those of the first half. A defect charge $q$ in a cubic supercell of volume $\Omega=L^3$ is screened by a host of dielectric constant $\varepsilon$, the potential $V$ has zero cell average, and $\Delta E=E_{\rm iso}-E_{\rm per}$ is the correction to be added. The monopole term is $\alpha q^2/(2\varepsilon L)$, and $M_2$ is the integral of $r^2$ over the Wigner–Seitz cell, $L^5/4$ for a cube. Screening leaves $q/\varepsilon$ at the defect and spreads $q(1-1/\varepsilon)$ evenly over the cell. The second moment of this spread charge, put into the third-order term, gave the factor $1+c(1-1/\varepsilon)$ with $c=-4\pi M_2/(3\alpha L^5)$. In the model with finite response range $1/\kappa$ and Gaussian width $\sigma$, the localised charge has the second moment $Q_{\rm loc}$ of Eq. (11).

The energy of an external charge in a linear medium is the work of building it up. When a fraction $\lambda$ of the charge is in place, the potential is $\lambda V$, and the next portion $\rho_{\rm ext}\,d\lambda$ costs $\lambda\,d\lambda\int\rho_{\rm ext}V\,d^3r$. Integration from 0 to 1 gives

$$E_{\rm per}=\frac12\int\rho_{\rm ext}(\mathbf r)\,V(\mathbf r)\,d^3r. \tag{12}$$

The background again costs nothing, because $V$ has zero average. The density in this formula is the external one; the screening charge enters through $V$.

Consider first a point charge and a dielectric constant independent of wave vector. The source of $V$ is the screened charge of Eq. (6) together with the background:

$$\frac q\varepsilon\,\delta(\mathbf r)+\frac q\Omega\left(1-\frac1\varepsilon\right)-\frac q\Omega=\frac q\varepsilon\left[\delta(\mathbf r)-\frac1\Omega\right]. \tag{13}$$

The uniform screening charge cancels all of the background except the fraction $1/\varepsilon$. What is left is the vacuum problem with every source divided by $\varepsilon$. By Eq. (2), the potential at the defect differs from that of the isolated defect by $-\alpha q/(\varepsilon L)$, and Eq. (12) gives

$$\Delta E=\frac{\alpha q^2}{2\varepsilon L}. \tag{14}$$

For this point-charge model there is no further term. The energy of the neutral cell does not depend on where the zero of $V$ is placed, and its monopole correction is not reduced to two thirds.

The same conclusion holds for the Gaussian charge with finite-range response. In terms of wave vectors, Eq. (12) reads

$$E_{\rm per}=\frac{1}{2\Omega}\sum_{\mathbf k\neq0}\frac{4\pi q^2e^{-k^2\sigma^2}}{k^2\,\varepsilon(k)},$$

and $E_{\rm iso}$ is the same expression with $\Omega^{-1}\sum$ replaced by $\int d^3k/(2\pi)^3$. Inserting Eq. (10) splits the summand into two parts:

$$\frac{4\pi q^2e^{-k^2\sigma^2}}{k^2\varepsilon(k)}=\frac1\varepsilon\,\frac{4\pi q^2e^{-k^2\sigma^2}}{k^2}+g(k),\qquad g(k)=\left(1-\frac1\varepsilon\right)\frac{4\pi q^2e^{-k^2\sigma^2}}{k^2+\kappa^2}.$$

The first part is the vacuum energy of a Gaussian charge divided by $\varepsilon$. Such a charge has the second moment $3q\sigma^2$, so by Eq. (3) this part contributes $-\alpha q^2/(2\varepsilon L)+2\pi q^2\sigma^2/(\varepsilon L^3)$ to $E_{\rm per}-E_{\rm iso}$. The remainder $h$ of Eq. (2) adds nothing, because a function with zero Laplacian averages over a sphere to its value at the centre, and $h$ vanishes there. Overlap of the Gaussian tails with the images is exponentially small.

The second part, $g(k)$, is smooth. By Poisson's summation formula, its sum over all $\mathbf k$, divided by $\Omega$, equals its integral plus terms that fall off as the response does, roughly as $e^{-\kappa L}$. The sum in the energy omits $\mathbf k=0$, so the difference is $-g(0)/(2\Omega)=-2\pi q^2(1-1/\varepsilon)/(\kappa^2L^3)$. Altogether, up to exponentially small terms,

$$\Delta E=\frac{\alpha q^2}{2\varepsilon L}+\frac{2\pi q^2}{L^3}\left[\frac{1-1/\varepsilon}{\kappa^2}-\frac{\sigma^2}{\varepsilon}\right]. \tag{15}$$

The details of screening enter at order $L^{-3}$. For $q=2e$, $\varepsilon=10$, $\sigma=1$ Å, $\kappa=2.5$ Å$^{-1}$ and $L=12$ Å, the second term is $(8\pi/1728)(0.144-0.100)\times14.400$ eV $=0.009$ eV. Added to the monopole term of 0.681 eV it gives 0.690 eV, which is the difference found by direct summation and quadrature. Equation (15) was tested in this way at four cell sizes.

The coefficient of $1/L$ can also be isolated without using Eq. (15) for its value. If $\Delta E=A/L+B/L^3$, then $L^3\Delta E=AL^2+B$, and two sizes give

$$A=\frac{L_1^3\,\Delta E(L_1)-L_2^3\,\Delta E(L_2)}{L_1^2-L_2^2}.$$

The cells of 24 and 36 Å give $A$ equal to 1.00000 times the monopole coefficient.

The factor of two thirds acquires a definite meaning when the electron reservoir is referred to the potential far from the defect instead of to the cell average. In a charged-defect calculation one may align the potential far from the defect with that of the perfect host. In a supercell the natural "far" region is the surface of the Wigner–Seitz cell, and the average of $V$ over that surface can be found in closed form.

Apply Green's identity to $V$ and $r^2$ over the cell, for the point charge with the source of Eq. (13):

$$\int\left(V\,\nabla^2r^2-r^2\,\nabla^2V\right)d^3r=\oint\left(V\,\partial_nr^2-r^2\,\partial_nV\right)dS. \tag{16}$$

The singularity at the defect does no harm, since the factor $r^2$ removes the delta function, and the surface terms on a small sphere around the origin vanish with its radius. On the left, $\nabla^2r^2=6$ multiplies $\int V\,d^3r=0$. In the second term $\nabla^2V=-(4\pi q/\varepsilon)[\delta(\mathbf r)-1/\Omega]$, which leaves $-4\pi qM_2/(\varepsilon\Omega)$.

On the right, $\partial_nr^2=2\,\mathbf r\cdot\mathbf n=2h_f$ on face $f$. The term with $\partial_nV$ drops out by symmetry. Each face lies in the plane bisecting a lattice vector $\mathbf R_f$. The inversion $\mathbf r\to\mathbf R_f-\mathbf r$ maps the lattice and the face onto themselves and leaves $V$ unchanged, but it reverses the gradient. Points on the bisecting plane are equally far from $0$ and from $\mathbf R_f$, so $r^2$ has the same value at the two paired points. Their contributions to $\int_f r^2\,\partial_nV\,dS$ cancel. Equation (16) becomes

$$2\sum_fh_f\int_fV\,dS=-\frac{4\pi qM_2}{\varepsilon\Omega}.$$

Define the surface average with each face weighted by its distance from the centre,

$$\langle V\rangle_S=\frac{\sum_fh_f\int_fV\,dS}{\sum_fh_fA_f},\qquad\sum_fh_fA_f=\oint\mathbf r\cdot\mathbf n\,dS=3\Omega,$$

where $A_f$ is the area of face $f$. Then

$$\langle V\rangle_S=-\frac{2\pi qM_2}{3\varepsilon\Omega^2}, \tag{17}$$

which for a cube is $-\pi q/(6\varepsilon L)$. In the simple cubic and fcc cells all faces are equally distant, and this is the ordinary area average. In the bcc cell the squares and hexagons have different weights. Integration of the lattice potential over the faces agrees with Eq. (17) for all three lattices; the averages are $-0.5236$, $-0.4948$ and $-0.4935$ in units of $q/(\varepsilon L)$. The sign is as expected for positive $q$: the potential is high near the defect, so a zero average requires it to be low far away.

Now let this surface average be taken as the host level. A defect of charge $q$ has given up $q/e$ electrons to a reservoir whose level is measured from a host band edge. If the local potential is $\langle V\rangle_S$, the edge is moved by $-e\langle V\rangle_S$, and the formation energy receives the alignment term

$$E_{\rm al}=-q\langle V\rangle_S=\frac{2\pi q^2M_2}{3\varepsilon\Omega^2}=-c\,\frac{\alpha q^2}{2\varepsilon L}. \tag{18}$$

The last step uses the definition of $c$, which is negative; the term itself is positive for either sign of $q$. The total correction must still be that of Eq. (14). The part left for an image term is

$$\Delta E-E_{\rm al}=(1+c)\,\frac{\alpha q^2}{2\varepsilon L}. \tag{19}$$

For the simple cubic cell $1+c=0.631$. This is the Lany–Zunger factor in the limit of large $\varepsilon$, and here it follows without using the series outside its range. The same geometrical quantity $M_2$ appears in both derivations: in one as the second moment of the spread screening charge, in the other through the uniform charge that sets the potential at the cell surface. The reduced monopole term is thus the image part of a correction whose other part is an alignment to the surface average of Eq. (17).

The two derivations differ in their dependence on $\varepsilon$. Equation (19) holds for any $\varepsilon$, while Eq. (9) contains $1-1/\varepsilon$. If Eq. (9) is combined with surface alignment, the sum exceeds the full monopole term by the fraction $-c/\varepsilon$, which for a cube is the energy $\pi q^2/(6\varepsilon^2L)$. At $\varepsilon=10$ this is about 4 % of the monopole term. In a weakly polarisable host the excess is larger, and Eq. (19) is the consistent partner of surface alignment.

For the Gaussian charge with finite-range screening, the surface average has a further term. On the face $x=L/2$ of a cube, the plane average keeps only waves along $x$, with $k_n=2\pi n/L$:

$$\langle V\rangle_S=\frac{4\pi}{L^3}\sum_{n\neq0}(-1)^n\,\frac{\rho_{\rm tot}(k_n)}{k_n^2}.$$

The constant part $q/\varepsilon$ of $\rho_{\rm tot}$ gives, with $\sum_{n\ge1}(-1)^n/n^2=-\pi^2/12$, the value $-\pi q/(6\varepsilon L)$ once more. The rest, $[\rho_{\rm tot}(k)-q/\varepsilon]/k^2$, is smooth and equals $-Q_{\rm loc}/6$ at $k=0$. Its alternating sum over all $n$ measures the localised cloud at the face and is exponentially small, so omitting $n=0$ leaves $+Q_{\rm loc}/6$. Hence

$$\langle V\rangle_S=-\frac{\pi q}{6\varepsilon L}+\frac{2\pi Q_{\rm loc}}{3L^3}. \tag{20}$$

At $L=12$ Å the two terms contribute 0.251 eV and 0.039 eV to $E_{\rm al}$, in total 0.291 eV. When this alignment energy is subtracted from the computed $\Delta E$ and the $L^{-3}$ part is eliminated as before, the remaining $1/L$ coefficient is 0.63092 times that of the monopole term, in agreement with Eq. (19).

Four ways of correcting the model can now be compared. The errors are relative to the computed $\Delta E$, which is 0.690 eV at 12 Å and 0.227 eV at 36 Å. "Reduced" means Eq. (9), with the factor 0.668.

| Correction | Error at 12 Å (eV) | Error at 36 Å (eV) |
|---|---|---|
| Full monopole | −0.009 | −0.0003 |
| Reduced monopole | −0.235 | −0.076 |
| Reduced, with alignment | +0.055 | +0.0095 |
| Full, with alignment | +0.281 | +0.085 |

The reduced term alone leaves out the alignment part, and the full term with surface alignment counts that part twice. Both errors fall slowly, as $1/L$. The reduced term with alignment is much closer. Its error at 12 Å is made up of 0.025 eV from the factor $1-1/\varepsilon$ and 0.039 eV from the last term of Eq. (20), less the 0.009 eV by which $\Delta E$ exceeds the monopole term.

In practice the far potential may be read at a few sites instead of being averaged over the surface. For the point charge in a cube it is $-0.096$ at a face centre, $-0.583$ at an edge centre and $-0.802$ at a corner, in units of $q/(\varepsilon L)$. For a point charge with $q=2e$, $\varepsilon=10$ and $L=12$ Å, alignment at these points would add 0.046, 0.280 or 0.385 eV, against the surface average of 0.251 eV. The finite width and response range of the example raise all four values by the same 0.039 eV, the last term of Eq. (20). The reduced factor therefore compensates a site-based alignment only as far as the chosen sites reproduce the average of Eq. (17). An average over most of the host does not. Because $V$ has zero cell average, its mean outside a sphere around the defect follows from integrating Eq. (2) over that sphere. For a radius $L/4$ in a cube it is $-0.227$ in units of $q/(\varepsilon L)$, which leaves 0.84 of the monopole term for the image part instead of 0.631.

These results assume a host that responds linearly and isotropically, and a defect charge that stays well inside the cell. The value of $\varepsilon$ must match the response allowed in the calculation: electronic if the ions are held fixed, electronic and ionic if they relax. The model also leaves out the short-range potentials of added or missing atoms, which can shift the mean potential of a real cell. Equation (17) uses only the inversion symmetry of a lattice of point charges, so in an isotropic host it also holds for non-cubic cells. The value of about two thirds has been shown here for the three cubic lattices; for other shapes $M_2$ and $\alpha$ have to be computed anew. The values used in the examples are listed in the numerical output below.

## Computed results

```
Model: q = 2 e, eps = 10, sigma = 1.0 A, kappa = 2.5 1/A
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV A
Lattice constants, unit volume (dimensionless)
 sc: alpha = 2.837297, M2 = 0.250000, c = -0.3691
   surface-average potential = -0.523599 q/(eps L)
   factor at eps=10: 0.6678, eps->infinity: 0.6309
 fcc: alpha = 2.888282, M2 = 0.236235, c = -0.3426
   surface-average potential = -0.494770 q/(eps L)
   factor at eps=10: 0.6917, eps->infinity: 0.6574
 bcc: alpha = 2.888462, M2 = 0.235630, c = -0.3417
   surface-average potential = -0.493502 q/(eps L)
   factor at eps=10: 0.6925, eps->infinity: 0.6583
Cube potential at face centre = -0.0959 q/(eps L)
Cube potential at edge centre = -0.5825 q/(eps L)
Cube potential at corner = -0.8019 q/(eps L)
Uniform cube: true correction = 0.9412 q^2/L
Uniform cube: series to third order = 0.8950 q^2/L
Isolated energy = 2.5883 eV
Local second moment = -1.1280 e A^2
L = 12 A: needed = 0.6901 eV, monopole = 0.6809 eV
   needed/monopole = 1.0135, Q = 63.672 e A^2, Q/(q L^2) = 0.2211
   part of Q from the folded tail = 3.61e-04 e A^2
L = 18 A: needed = 0.4567 eV, monopole = 0.4540 eV
   needed/monopole = 1.0060, Q = 144.672 e A^2, Q/(q L^2) = 0.2233
L = 24 A: needed = 0.3416 eV, monopole = 0.3405 eV
   needed/monopole = 1.0034, Q = 258.072 e A^2, Q/(q L^2) = 0.2240
L = 36 A: needed = 0.2273 eV, monopole = 0.2270 eV
   needed/monopole = 1.0015, Q = 582.072 e A^2, Q/(q L^2) = 0.2246
L = 12 A: corner density = 1.041667e-03 e/A^3, uniform = 1.041667e-03 e/A^3
1/L coefficient over monopole, no alignment: 1.00000
1/L coefficient over monopole, alignment taken out: 0.63092
L = 12 A: third-order term = -0.2262 eV, alignment = 0.2907 eV
   full monopole: 0.6809 eV, error -0.0092 eV
   reduced monopole: 0.4547 eV, error -0.2354 eV
   reduced + alignment: 0.7454 eV, error +0.0553 eV
   full + alignment: 0.9716 eV, error +0.2815 eV
L = 36 A: third-order term = -0.0754 eV, alignment = 0.0852 eV
   full monopole: 0.2270 eV, error -0.0003 eV
   reduced monopole: 0.1516 eV, error -0.0757 eV
   reduced + alignment: 0.2368 eV, error +0.0095 eV
   full + alignment: 0.3122 eV, error +0.0849 eV
```
